**Quadratic threshold law for internal photoemission from a metal**

Near threshold the yield per absorbed photon is Y = Bμ(hν − Φ)²/(8W hν). Here hν is the photon energy, Φ the barrier top above the Fermi level, W its height above the metal band bottom, μ the oxide-to-metal mass ratio, and B the unscattered arrival probability for straight-line motion. The program asserts that the integrated escape-cone model agrees with a random sampling of energies, directions and depths within five standard errors, and that it has the derived power, prefactor and first correction. It also asserts the barrier maximum, the thermal formula, the power 5/2 for a sharp step, and the agreement of two numerical solutions for transmission through the image barrier at three energies. For a 10 nm aluminium-like gate on a hafnia-like oxide at 1 MV/cm and 3.0 eV, the quadratic law gives about 9.7 × 10⁻⁵ electrons per absorbed photon. The computed quantum transmission reduces this to 0.67 of its value and raises the fitted threshold by about 54 meV. Omitting the factor hν from the fit lowers the threshold by about 76 meV.

## Check in Python

```python
"""Near-threshold internal photoemission from a metal into an insulator.
Result under test, per absorbed photon and at zero temperature:
    Y = B*mu*(hv-phi)**2 / (8*W*hv) * (1 + kappa*(hv-phi) + ...)
hv: photon energy; phi: barrier top above the Fermi level; W = EF + phi;
EF: metal band depth; mu: oxide mass / metal mass; B: probability that an
electron moving normal to the interface reaches it without scattering.
Energies are in eV, lengths in nm, fields in V/nm unless a label says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import spence

# Rough typical parameters: aluminium-like gate, hafnia-like oxide
EF = 11.7
phi0 = 2.5
m_metal, m_ox = 1.0, 0.2
eps_opt = 4.0
field = 0.1
gate, absorb_len, mfp = 10.0, 7.0, 5.0
oxide, mfp_ox = 20.0, 3.0
temperature = 300.0
hv0 = 3.0

H = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18       # hbar^2/(2 m0), eV nm^2
A = sc.e / (16 * np.pi * sc.epsilon_0 * eps_opt) * 1e9  # image term, eV nm
kT = sc.k * temperature / sc.e
mu = m_ox / m_metal
lowering = 2 * np.sqrt(A * field)
x_top = np.sqrt(A / field)
phi = phi0 - lowering
W = EF + phi
excess0 = hv0 - phi
nodes, weights = np.polynomial.legendre.leggauss(32)
t, w = (nodes + 1) / 2, weights / 2               # rule on [0, 1]


def barrier(x):
    return phi0 - A / x - field * x


# Barrier maximum: numerical search against the closed form
top = minimize_scalar(lambda x: -barrier(x), bounds=(0.05, 10),
                      method="bounded", options={"xatol": 1e-9})
assert abs(top.x - x_top) < 1e-5
assert abs(-top.fun - phi) < 1e-9


def survival(u):
    """Unscattered arrival at direction cosine u; light enters the free face."""
    rate = 1 / absorb_len - 1 / (mfp * u)
    norm = absorb_len * (1 - np.exp(-gate / absorb_len))
    return np.exp(-gate / absorb_len) * np.expm1(rate * gate) / (rate * norm)


def full_yield(hv, free_electron=False):
    """Integrated cone model, without expansion near threshold."""
    excess = hv - phi
    E = phi + excess * t
    s = mu * (E - phi) / (EF + E)
    cone = s / (1 + np.sqrt(1 - s))               # 1 - cos(critical angle)
    u = 1 - cone[:, None] * t[None, :]
    escape = 0.5 * cone * (survival(u) @ w)
    if free_electron:
        E_all = hv * t
        norm = hv * np.sum(w * np.sqrt((EF + E_all - hv) * (EF + E_all)))
        density = np.sqrt((EF + E - hv) * (EF + E)) / norm
    else:
        density = 1 / hv
    return excess * np.sum(w * escape * density)


B = survival(1.0)
coef = B * mu / (8 * W)


def quadratic_yield(hv):
    return coef * (hv - phi)**2 / hv


# Random sampling of the microscopic model, with explicit momenta
rng = np.random.default_rng(12)
n = 1_000_000
u_low = 0.98
E = phi + excess0 * rng.random(n)
u = u_low + (1 - u_low) * rng.random(n)
r = rng.random(n)
from_face = -absorb_len * np.log(1 - r * (1 - np.exp(-gate / absorb_len)))
depth = gate - from_face
k2 = m_metal * (EF + E) / H
k_par2 = k2 * (1 - u**2)
normal_energy = E - phi - H * k_par2 / m_ox
escaped = normal_energy > 0
assert u[escaped].min() > u_low + 0.005           # sampled range holds the cone
score = escaped * np.exp(-depth / (mfp * u))
score = score * (excess0 / hv0) * (1 - u_low) / 2
mc, mc_err = score.mean(), score.std() / np.sqrt(n)
Y_full = full_yield(hv0)
assert abs(mc - Y_full) < 5 * mc_err
assert mc_err < 0.01 * mc

# Power, prefactor and first correction near threshold
d = 1e-3


def log_slope(free_electron):
    hi = full_yield(phi + 2 * d, free_electron) * (phi + 2 * d)
    lo = full_yield(phi + d, free_electron) * (phi + d)
    return np.log2(hi / lo)


slope_flat, slope_free = log_slope(False), log_slope(True)
assert abs(slope_flat - 2) < 1e-3
assert abs(slope_free - 2) < 2e-3
assert abs(full_yield(phi + d) / quadratic_yield(phi + d) - 1) < 2e-4


def arriving(z):
    return np.exp(-(gate - z) / absorb_len - z / mfp)


beta = (quad(lambda z: z * arriving(z), 0, gate)[0]
        / quad(arriving, 0, gate)[0] / mfp)
kappa = -(2 / (3 * W)) * (1 - mu * (1 - beta) / 4)
d = 0.01
kappa_num = (full_yield(phi + d) / quadratic_yield(phi + d) - 1) / d
assert abs(kappa_num / kappa - 1) < 0.01


# Thermal replacement of excess^2/2, for excess >= 0
def thermal_half_square(excess):
    X = excess / kT
    return kT**2 * (X**2 / 2 + np.pi**2 / 6 + spence(1 + np.exp(-X)))


for X in (0.0, 1.0, 4.0):
    direct = quad(lambda y: y / (1 + np.exp(y - X)), 0, X + 50,
                  epsabs=1e-11, limit=200)[0]
    assert abs(direct * kT**2 / thermal_half_square(X * kT) - 1) < 1e-7


# A sharp step without field or image force: transmission starts as a root
def step_integral(excess):
    e = excess * t**2
    v_in, v_out = np.sqrt((W + e) / m_metal), np.sqrt(e / m_ox)
    T = 4 * v_in * v_out / (v_in + v_out)**2
    return np.sum(w * 2 * excess * t * (excess - e) * T)


slope_step = np.log2(step_integral(2e-6) / step_integral(1e-6))
assert abs(slope_step - 2.5) < 0.01

# Quantum transmission of the image barrier, joined to the metal band bottom
x_join = minimize_scalar(lambda x: (barrier(x) + EF)**2,
                         bounds=(0.5 * A / (EF + phi0), 2 * A / (EF + phi0)),
                         method="bounded", options={"xatol": 1e-12}).x


def transmission(energy):
    """Backward propagation of psi'/(m psi) through thin constant slices."""
    energy = np.asarray(energy, dtype=complex)
    edges = np.geomspace(x_join, oxide, 3001)
    V = barrier(np.sqrt(edges[1:] * edges[:-1]))
    h = np.diff(edges)
    y = 1j * np.sqrt((energy - barrier(oxide)) / (H * m_ox))
    for Vj, hj in zip(V[::-1], h[::-1]):
        k = np.sqrt(m_ox * (energy - Vj) / H)
        q = k / m_ox
        c, s = np.cos(k * hj), np.sin(k * hj)
        y = (y * c + q * s) / (c - y * s / q)
    q_in = np.sqrt((EF + energy) / (H * m_metal))
    reflect = (1j * q_in - y) / (1j * q_in + y)
    return 1 - np.abs(reflect)**2


def transmission_ode(energy):
    """Direct integration of the wave equation, used as a check."""
    q_out = np.sqrt((energy - barrier(oxide)) / (H * m_ox))
    sol = solve_ivp(lambda x, f: [m_ox * f[1],
                                 -(energy - barrier(x)) / H * f[0]],
                    (oxide, x_join), [1 + 0j, 1j * q_out],
                    method="DOP853", rtol=1e-8, atol=1e-10)
    assert sol.success
    psi, flux = sol.y[:, -1]
    q_in = np.sqrt((EF + energy) / (H * m_metal))
    incident = (psi + flux / (1j * q_in)) / 2
    return q_out / (q_in * abs(incident)**2)


for e in (-0.1, 0.0, 0.5):
    a, b = float(transmission(phi + e)), transmission_ode(phi + e)
    assert abs(a / b - 1) < 0.01

e_grid = np.linspace(-0.8, 1.2, 801)
T_grid = transmission(phi + e_grid)
assert T_grid.min() > -1e-9 and T_grid.max() < 1 + 1e-9


def quantum_yield(hv):
    usable = np.maximum(hv - phi - e_grid, 0)
    return 2 * coef * trapezoid(usable * T_grid, e_grid) / hv


# Straight-line threshold fits on synthetic yields
hv_fit = np.linspace(2.6, 3.4, 9)


def threshold(values):
    slope, offset = np.polyfit(hv_fit, np.sqrt(values), 1)
    return -offset / slope


Y_cone = np.array([full_yield(hv) for hv in hv_fit])
Y_quad = quadratic_yield(hv_fit)
Y_warm = 2 * coef * thermal_half_square(hv_fit - phi) / hv_fit
Y_wave = np.array([quantum_yield(hv) for hv in hv_fit])
fit_cone = threshold(Y_cone * hv_fit)
fit_no_hv = threshold(Y_quad)
fit_warm = threshold(Y_warm * hv_fit)
fit_wave = threshold(Y_wave * hv_fit)

# Dark tunnelling exponent at the Fermi level
xs = np.geomspace(x_join, oxide, 20001)
dark = 2 * trapezoid(np.sqrt(m_ox * np.maximum(barrier(xs), 0) / H), xs)
s0 = mu * excess0 / (EF + hv0)
Y0 = quadratic_yield(hv0)


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Metal band depth", EF, "eV", ".1f")
show("Zero-field barrier", phi0, "eV", ".2f")
show("Metal mass", m_metal, "m0", ".1f")
show("Oxide mass", m_ox, "m0", ".1f")
show("Optical relative permittivity", eps_opt, "", ".1f")
show("Oxide field", field * 10, "MV/cm", ".1f")
show("Gate thickness", gate, "nm", ".1f")
show("Light absorption length", absorb_len, "nm", ".1f")
show("Metal mean free path", mfp, "nm", ".1f")
show("Oxide thickness", oxide, "nm", ".1f")
show("Oxide mean free path", mfp_ox, "nm", ".1f")
show("Temperature", temperature, "K", ".0f")
show("Photon energy", hv0, "eV", ".2f")
show("Image coefficient A", A, "eV nm")
show("Barrier lowering", lowering, "eV")
show("Barrier-top distance", x_top, "nm", ".3f")
show("Barrier at field, phi", phi, "eV")
show("W = EF + phi", W, "eV", ".3f")
show("Excess photon energy", excess0, "eV")
show("Largest escape angle", np.degrees(np.arcsin(np.sqrt(s0))), "deg", ".2f")
show("Normal-arrival probability B", B)
show("Survivor depth / mean free path, beta", beta)
show("Coefficient of (hv-phi)^2 in Y*hv", coef, "1/eV", ".4e")
show("Quadratic-law yield", Y0, "electrons/absorbed photon", ".4e")
show("Full cone yield", Y_full, "electrons/absorbed photon", ".4e")
show("Sampled yield", mc, "electrons/absorbed photon", ".4e")
show("Sampling standard error", mc_err, "electrons/absorbed photon", ".1e")
show("kappa, formula", kappa, "1/eV", ".5f")
show("kappa, numerical", kappa_num, "1/eV", ".5f")
show("Full / quadratic yield", Y_full / Y0)
show("Threshold power, flat density", slope_flat)
show("Threshold power, free-electron density", slope_free)
show("Threshold power, sharp step", slope_step)
show("Free-electron / flat-density yield", full_yield(hv0, True) / Y_full)
show("Thermal energy kT", kT, "eV", ".5f")
show("Warm / cold yield", 2 * thermal_half_square(excess0) / excess0**2)
show("Warm yield at hv = phi", 2 * coef * thermal_half_square(0.0) / phi,
     "electrons/absorbed photon", ".2e")
for e in (-0.1, 0.0, 0.3, 0.7, 1.0):
    show(f"Transmission at {e:+.1f} eV from barrier top",
         float(transmission(phi + e)), "", ".3f")
show("Quantum / quadratic yield", quantum_yield(hv0) / Y0, "", ".3f")
show("Fit range start", hv_fit[0], "eV", ".1f")
show("Fit range end", hv_fit[-1], "eV", ".1f")
show("Threshold shift, finite cone", 1000 * (fit_cone - phi), "meV", ".1f")
show("Threshold shift, hv factor omitted", 1000 * (fit_no_hv - phi), "meV", ".1f")
show("Threshold shift, temperature", 1000 * (fit_warm - phi), "meV", ".1f")
show("Threshold shift, quantum transmission", 1000 * (fit_wave - phi), "meV", ".1f")
show("Oxide survival to barrier top", np.exp(-x_top / mfp_ox), "", ".3f")
show("Dark tunnelling exponent", dark, "", ".1f")
print("PASS")
```

Output:

```
Metal band depth: 11.7 eV
Zero-field barrier: 2.50 eV
Metal mass: 1.0 m0
Oxide mass: 0.2 m0
Optical relative permittivity: 4.0
Oxide field: 1.0 MV/cm
Gate thickness: 10.0 nm
Light absorption length: 7.0 nm
Metal mean free path: 5.0 nm
Oxide thickness: 20.0 nm
Oxide mean free path: 3.0 nm
Temperature: 300 K
Photon energy: 3.00 eV
Image coefficient A: 0.0900 eV nm
Barrier lowering: 0.1897 eV
Barrier-top distance: 0.949 nm
Barrier at field, phi: 2.3103 eV
W = EF + phi: 14.010 eV
Excess photon energy: 0.6897 eV
Largest escape angle: 5.56 deg
Normal-arrival probability B: 0.3430
Survivor depth / mean free path, beta: 0.9053
Coefficient of (hv-phi)^2 in Y*hv: 6.1203e-04 1/eV
Quadratic-law yield: 9.7054e-05 electrons/absorbed photon
Full cone yield: 9.3996e-05 electrons/absorbed photon
Sampled yield: 9.4560e-05 electrons/absorbed photon
Sampling standard error: 3.1e-07 electrons/absorbed photon
kappa, formula: -0.04736 1/eV
kappa, numerical: -0.04733 1/eV
Full / quadratic yield: 0.9685
Threshold power, flat density: 1.9999
Threshold power, free-electron density: 2.0000
Threshold power, sharp step: 2.4996
Free-electron / flat-density yield: 1.1102
Thermal energy kT: 0.02585 eV
Warm / cold yield: 1.0046
Warm yield at hv = phi: 2.91e-07 electrons/absorbed photon
Transmission at -0.1 eV from barrier top: 0.043
Transmission at +0.0 eV from barrier top: 0.229
Transmission at +0.3 eV from barrier top: 0.758
Transmission at +0.7 eV from barrier top: 0.892
Transmission at +1.0 eV from barrier top: 0.931
Quantum / quadratic yield: 0.668
Fit range start: 2.6 eV
Fit range end: 3.4 eV
Threshold shift, finite cone: -9.4 meV
Threshold shift, hv factor omitted: -75.6 meV
Threshold shift, temperature: -4.0 meV
Threshold shift, quantum transmission: 53.5 meV
Oxide survival to barrier top: 0.729
Dark tunnelling exponent: 108.7
PASS
```
